# Next-nearest-neighbour Heisenberg correlator from the large-U Hubbard energy

## Problem

Take the spin-1/2 ring $H=J\sum_j \mathbf S_j\cdot\mathbf S_{j+1}$ with $J>0$, $L$ even and spins in units of $\hbar$. Let $C_r(L)=\langle S^z_jS^z_{j+r}\rangle$ in the ground state. The energy fixes $C_1$, but $C_2$ does not appear in $H$. It does appear in the strong-coupling energy of the Hubbard chain

$$H=T+UD,\qquad T=-t\sum_{j\sigma}\left(c^\dagger_{j\sigma}c_{j+1,\sigma}+\text{h.c.}\right),\qquad D=\sum_j n_{j\uparrow}n_{j\downarrow},$$

with $L/2$ electrons of each spin, periodic for $L=4n+2$ and antiperiodic for $L=4n$. Find $C_2$ for $L\to\infty$ from the expansion of the ground energy per site $e$ in $t/U$, and verify it by extrapolating finite rings.

One input is taken as given, the Lieb–Wu equations. With $u=U/4t$ and $\theta(x)=2\arctan x$,

$$Lk_j=2\pi I_j-\sum_\alpha\theta\Big(\frac{\sin k_j-\Lambda_\alpha}{u}\Big),\qquad \sum_j\theta\Big(\frac{\Lambda_\alpha-\sin k_j}{u}\Big)=2\pi J_\alpha+\sum_\beta\theta\Big(\frac{\Lambda_\alpha-\Lambda_\beta}{2u}\Big),$$

and $E=-2t\sum_j\cos k_j$. The ground state has $L$ consecutive $I_j$ and $L/2$ consecutive $J_\alpha$, both sets symmetric about zero. They are not derived here. At $U=8t$ their Newton solution and a Lanczos diagonalization of $H$ both give $E=-2.0481308861\,t$ for $L=6$ and $-2.6726757433\,t$ for $L=8$.

## The energy and its expansion

For large $L$ the roots have densities $\rho(k)$ and $\sigma(\Lambda)$ per site, the derivatives of $I/L$ and $J/L$ with respect to $k$ and $\Lambda$. Since $\partial_x\theta(x/u)=2\pi a_u(x)$ with $a_u(x)=u/[\pi(u^2+x^2)]$, differentiation gives

$$\rho(k)=\frac1{2\pi}+\cos k\,(a_u*\sigma)(\sin k),\qquad \sigma+a_{2u}*\sigma=\int_{-\pi}^{\pi}dk\,a_u(\Lambda-\sin k)\rho(k).$$

The $k_j$ are taken to fill the zone and the $\Lambda_\alpha$ the real line. Any integral $\int_{-\pi}^\pi\cos k\,f(\sin k)\,dk$ vanishes, being the integral of a derivative over a period. Hence $\int\rho\,dk=1$, and $\rho$ may be replaced by $1/2\pi$ in the second equation. Under $\hat f(\omega)=\int f\,e^{i\omega\Lambda}d\Lambda$ one has $\hat a_u=e^{-u|\omega|}$, and $\int e^{i\omega\sin k}dk/2\pi=J_0(\omega)$, so

$$\hat\sigma(\omega)=\frac{J_0(\omega)e^{-u|\omega|}}{1+e^{-2u|\omega|}}=\frac{J_0(\omega)}{2\cosh u\omega}.$$

The value $\hat\sigma(0)=1/2$ is the required number of down spins, consistent with the assumed ranges. In $e=-2t\int\cos k\,\rho\,dk$ the constant drops out. Writing $\cos k\,e^{-i\omega\sin k}$ as the $k$ derivative of $e^{-i\omega\sin k}/(-i\omega)$ and integrating by parts gives $\int\cos^2k\,e^{-i\omega\sin k}dk=\omega^{-1}\int\sin k\,\sin(\omega\sin k)\,dk=2\pi J_1(\omega)/\omega$. With $e^{-u\omega}/(2\cosh u\omega)=1/(1+e^{2u\omega})$ and an even integrand,

$$e=-4t\int_0^\infty\frac{J_0(\omega)J_1(\omega)\,d\omega}{\omega\,(1+e^{\omega U/2t})}.$$

At $U=8t$ adaptive quadrature gives $-0.32753053\,t$. Newton solutions for $L=100$ and $200$ give $-0.32756884\,t$ and $-0.32754011\,t$, and $[4e(200)-e(100)]/3$, which removes a $1/L^2$ term, is $-0.32753053\,t$.

For large $U$ the denominator confines $\omega$ to small values. Multiplying $J_0=1-\omega^2/4+\omega^4/64$ by $J_1=\omega/2-\omega^3/16+\omega^5/384$ gives $-(1/16+1/8)$ at $\omega^3$ and $(1+6+3)/384$ at $\omega^5$, so $J_0J_1/\omega=\tfrac12-\tfrac3{16}\omega^2+\tfrac5{192}\omega^4-\dots$ Expanding $1/(1+e^{a\omega})=\sum_{n\ge1}(-1)^{n-1}e^{-na\omega}$ gives $\int_0^\infty\omega^{s-1}d\omega/(1+e^{a\omega})=\Gamma(s)\eta(s)/a^s$, where $\eta(s)=\sum(-1)^{n-1}n^{-s}$, $\eta(1)=\ln2$, $\eta(3)=\tfrac34\zeta(3)$, $\eta(5)=\tfrac{15}{16}\zeta(5)$. With $1/a=2t/U$ the coefficients are $-4\cdot\tfrac12\cdot2\ln2$, then $4\cdot\tfrac3{16}\cdot2\cdot\tfrac34\cdot8\,\zeta(3)$, then $-4\cdot\tfrac5{192}\cdot24\cdot\tfrac{15}{16}\cdot32\,\zeta(5)$:

$$e=-4\ln2\,\frac{t^2}{U}+9\zeta(3)\frac{t^4}{U^3}-75\zeta(5)\frac{t^6}{U^5}+\dots\tag{1}$$

The series of $J_0J_1$ with all signs made positive is $I_0I_1\le e^{2\omega}$, so termwise integration is justified when $U/2t>2$, that is $U>4t$.

## A tempting solution

Let $P_{ij}=\tfrac14-\mathbf S_i\cdot\mathbf S_j$ be the singlet projector. Second order in $t$ gives the exchange $-(4t^2/U)P_{j,j+1}$. At fourth order an electron reaches the second neighbour through the middle site with an effective amplitude $t_{\rm eff}=t^2/U$, which suggests $J_2=4t_{\rm eff}^2/U=4t^4/U^3$. With $\langle P_{j,j+r}\rangle=\tfrac14-3C_r$,

$$e\overset{?}{=}\frac{4t^2}{U}\left(3C_1-\tfrac14\right)+\frac{4t^4}{U^3}\left(3C_2-\tfrac14\right).$$

Matching to (1) gives $C_1=\tfrac1{12}-\tfrac13\ln2$ and $C_2=\tfrac1{12}+\tfrac34\zeta(3)=0.0833+0.9015=0.985$.

This is impossible: $S^z_jS^z_{j+2}$ has eigenvalues $\pm\tfrac14$, so $|C_2|\le\tfrac14$.

## The fault

The argument assumes that fourth order changes nothing between nearest neighbours. Two sites refute it. A hop $c_i^\dagger c_j$ replaces $c_j^\dagger$ by $c_i^\dagger$ in place in a product of creation operators, because $[c_i^\dagger c_j,c_j^\dagger]=c_i^\dagger$. Let $d_i^\dagger=c^\dagger_{i\uparrow}c^\dagger_{i\downarrow}$ and $s_{12}^\dagger=(c^\dagger_{1\uparrow}c^\dagger_{2\downarrow}-c^\dagger_{1\downarrow}c^\dagger_{2\uparrow})/\sqrt2$. The hops turn $c^\dagger_{1\uparrow}c^\dagger_{2\downarrow}$ into $d_1^\dagger+d_2^\dagger$ and $c^\dagger_{1\downarrow}c^\dagger_{2\uparrow}$ into $-(d_1^\dagger+d_2^\dagger)$, so

$$T\,s_{12}^\dagger|0\rangle=-\sqrt2\,t\,(d_1^\dagger+d_2^\dagger)|0\rangle,\tag{2}$$

while triplets are annihilated. The singlet couples with element $-2t$ to one normalized state of energy $U$, so $E(E-U)=4t^2$, or $E=-4t^2/(U-E)$. Iterating once, $E=-4t^2/U+16t^4/U^3$. The denominator is $U-E$, not $U$, and this shifts the nearest-neighbour exchange by $-16t^4/U^3$. That shift is four times the size of $J_2$, and it multiplies the large number $\ln2$. The value of $J_2$ was also guessed, not derived.

## The effective Hamiltonian to fourth order

Split $T=T_++T_0+T_-$ by the change in $D$. Let $\psi$ be the part of an eigenstate with $D=0$, where each site is singly occupied and any hop is of type $T_+$. Eliminating the states with $D\ge1$ (Löwdin partitioning) gives $E\psi=(TGT+TGTGT+TGTGTGT+\dots)\psi$, where $G=1/(E-UD)$ acts on $D\ge1$. The map $c_j\to(-1)^jc_j$ reverses $t$ on an even ring and multiplies all $D=0$ states by one common sign, so odd orders vanish. Four hops pass through $D=1,1,1$ or $D=1,2,1$, with $GGG\to-1/U^3$ or $-1/2U^3$. In the two-hop term $1/(E-U)=-1/U-E/U^2-\dots$ with $E$ of order $t^2/U$. Therefore

$$E\psi=\Big[-\frac AU-\frac{EA}{U^2}-\frac B{U^3}\Big]\psi,\qquad A=T_-T_+,\qquad B=T_-T_0T_0T_++\tfrac12T_-T_-T_+T_+ .$$

Moving $EA/U^2$ to the left and multiplying by $(1+A/U^2)^{-1}$,

$$H_{\rm eff}=-\frac AU+\frac{A^2-B}{U^3}+O(t^6/U^5).$$

Initial and final states have one electron on each site, so the net transfer across every bond is the same integer $w$, which needs $|w|L$ hops. For $L>4$ four hops force $w=0$: each bond is used an even number of times, and $A=\sum_bA_b$ with $A_b=4t^2P_b$ by (2). The antiperiodic sign enters squared. Three cases remain.

*One bond.* After $T_+$ the bond holds a doublon and a hole, and a further hop on it is of type $T_-$. So $B=0$ and $A_b^2=16t^4P_b$, the dimer result.

*Two disjoint bonds.* $A^2$ contains $2A_aA_b$. After $T_+$ on $a$, a hop on $b$ raises $D$ and a hop on $a$ lowers it, so the $T_0T_0$ term is absent. The commuting operators of $a$ and $b$ can be ordered in two ways in $T_+T_+$ and two in $T_-T_-$, giving $\tfrac12\cdot4A_aA_b$. The two cancel, which keeps the energy extensive.

*Adjacent bonds* $a=(12)$, $b=(23)$. Two doublons and two holes do not fit on three sites, so $B=(T_0T_+)^\dagger(T_0T_+)$. Let $|a\sigma\rangle=s^\dagger_{12}c^\dagger_{3\sigma}|0\rangle$ and $|b\sigma\rangle=c^\dagger_{1\sigma}s^\dagger_{23}|0\rangle$. After (2) on bond $a$, the hop on $b$ sends $d_1^\dagger c^\dagger_{3\uparrow}\to d_1^\dagger c^\dagger_{2\uparrow}$ and $c^\dagger_{2\uparrow}c^\dagger_{2\downarrow}c^\dagger_{3\uparrow}\to c^\dagger_{2\uparrow}c^\dagger_{3\downarrow}c^\dagger_{3\uparrow}=-d_3^\dagger c^\dagger_{2\uparrow}$. Starting on $b$, the hop on $a$ sends $c^\dagger_{1\uparrow}d_3^\dagger\to d_3^\dagger c^\dagger_{2\uparrow}$ and $c^\dagger_{1\uparrow}c^\dagger_{2\uparrow}c^\dagger_{2\downarrow}\to c^\dagger_{1\uparrow}c^\dagger_{2\uparrow}c^\dagger_{1\downarrow}=-d_1^\dagger c^\dagger_{2\uparrow}$. Spin rotation invariance gives the same for $\sigma=\downarrow$. The amplitude is $(-\sqrt2t)(-t)$, so with $|\chi\sigma\rangle=(d_1^\dagger-d_3^\dagger)c^\dagger_{2\sigma}|0\rangle/\sqrt2$,

$$T_0T_+=2t^2\sum_\sigma|\chi\sigma\rangle\big(\langle a\sigma|-\langle b\sigma|\big),\qquad B=4t^4\,(P_{12}+P_{23}-Y),\qquad Y=\sum_\sigma|a\sigma\rangle\langle b\sigma|+\text{h.c.}$$

In site order $|a\!\uparrow\rangle=(\uparrow\downarrow\uparrow-\downarrow\uparrow\uparrow)/\sqrt2$ and $|b\!\uparrow\rangle=(\uparrow\uparrow\downarrow-\uparrow\downarrow\uparrow)/\sqrt2$. Their overlap is $-\tfrac12$, so $\{P_{12},P_{23}\}=-Y/2$. Their sum $(\uparrow\uparrow\downarrow-\downarrow\uparrow\uparrow)/\sqrt2$ is the singlet on sites 1 and 3, so $P_{13}=P_{12}+P_{23}+Y$. The cross term of $A^2$ is $16t^4\{P_{12},P_{23}\}=-8t^4Y$, and the total is

$$-8t^4Y-4t^4(P_{12}+P_{23}-Y)=-4t^4(P_{12}+P_{23}+Y)=-4t^4P_{13}.$$

The guessed $J_2$ was right, and three-site processes add nothing between nearest neighbours:

$$H_{\rm eff}=-J_1\sum_jP_{j,j+1}-J_2\sum_jP_{j,j+2},\qquad J_1=\frac{4t^2}U-\frac{16t^4}{U^3},\qquad J_2=\frac{4t^4}{U^3}.\tag{3}$$

For $L=4$ the paths with $w=\pm1$ add a ring term. Built as a matrix in the $S^z=0$ site basis, $A^2-B$ then differs from the form (3) by elements up to $40\,t^4$, and for $L=6$ by zero.

## Matching

First-order perturbation theory needs a nondegenerate Heisenberg ground state. Rotating one sublattice by $\pi$ about $z$ makes the off-diagonal elements $-J/2$, and spin exchanges connect all $S^z=0$ configurations, so by Perron–Frobenius the lowest $S^z=0$ state is unique with positive amplitudes. The same holds for $\mathbf S_A\cdot\mathbf S_B=\tfrac12(\mathbf S^2-\mathbf S_A^2-\mathbf S_B^2)$, the product of the sublattice spins, whose lowest state has $S=0$. Two positive vectors overlap, so the Heisenberg state is also a singlet. Every multiplet has an $S^z=0$ member, so it is the unique ground state, and isotropy gives $\langle\mathbf S_j\cdot\mathbf S_{j+r}\rangle=3C_r$. Then

$$\frac EL=\frac{4t^2}U\left(3C_1-\tfrac14\right)+\frac{t^4}{U^3}\Big[-16\left(3C_1-\tfrac14\right)+4\left(3C_2-\tfrac14\right)\Big]+O(t^6/U^5).\tag{4}$$

Equation (4) expands in $t/U$ at fixed $L$, while (1) takes $L\to\infty$ first. Equating them assumes that the limits commute, which is not proved here; the finite rings below bear on it. Second order gives $3C_1-\tfrac14=-\ln2$, or $C_1=-0.1477157269$. Fourth order gives $16\ln2+12C_2-1=9\zeta(3)$, which is Takahashi's result

$$C_2=\frac1{12}-\frac43\ln2+\frac34\zeta(3)=0.0833333-0.9241962+0.9015427=0.0606798 .$$

The term lost in the tempting solution is $-\tfrac43\ln2$. The sign of $C_2$ is that of Néel order, at about a quarter of the Néel value $\tfrac14$. Second neighbours have $\langle\mathbf S\cdot\mathbf S\rangle=0.18204$ and form a singlet with probability $0.25-0.18204=0.06796$, against $\ln2=0.693$ for first neighbours.

## Finite rings with the limits in the other order

The Lieb–Wu equations can be expanded in $1/u$ at fixed $L$. Put $\Lambda=u\lambda$, $h(\lambda)=\theta'=2/(1+\lambda^2)$, $k^0_j=2\pi I_j/L$ and $\varphi(s)=\sum_\alpha\theta(s/u-\lambda_\alpha)$, so that $k^0=k+\varphi(\sin k)/L$. Iterating, $\cos k$ at order $u^{-n}$ is a trigonometric polynomial in $k^0$ of degree at most $n+1$. On the uniform grid $\sum_je^{imk^0_j}=0$ for $0<|m|<L$, so through $n=3$ and for $L>4$ sums equal integrals:

$$\sum_jf(k_j)=\frac L{2\pi}\int dk^0f=\frac L{2\pi}\int dk\Big[1+\frac{\cos k\,\varphi'(\sin k)}L\Big]f(k).$$

For $f=-2t\cos k$ use $\varphi'(s)=u^{-1}\sum h(\lambda-s/u)$, Taylor expanded in $s/u$. Odd powers of $\sin k$ drop, $\int\cos^2k\,dk=\pi$ and $\int\cos^2k\sin^2k\,dk=\pi/4$, so $E/t=-\sum h/u-\sum h''/8u^3$. For $f=\theta(\lambda-\sin k/u)$ the $\cos k$ term vanishes and $\sin^2k$ averages to $\tfrac12$:

$$L\Big[\theta(\lambda_\alpha)+\frac{h'(\lambda_\alpha)}{4u^2}\Big]=2\pi J_\alpha+\sum_\beta\theta\Big(\frac{\lambda_\alpha-\lambda_\beta}2\Big).$$

At $u\to\infty$ these are the Bethe equations of the Heisenberg ring. Let the roots shift from that solution by $\delta_\alpha/u^2$. Linearizing gives $G\delta=-Lh'/4$ with the Gaudin matrix $G_{\alpha\beta}=\delta_{\alpha\beta}(Lh_\alpha-\sum_\gamma K_{\alpha\gamma})+K_{\alpha\beta}$, where $K=\partial_x\theta(x/2)=4/(4+x^2)$ at $x=\lambda_\alpha-\lambda_\beta$. The shift changes $-\sum h/u$ by $Lg/4u^3$ with $g=h'^{T}G^{-1}h'$. With $1/u=4t/U$,

$$E=-4\sum h\,\frac{t^2}U+\Big(16Lg-8\sum h''\Big)\frac{t^4}{U^3}.$$

Comparison with (4) gives $L(3C_1-\tfrac14)=-\sum h$ and $16\sum h+4L(3C_2-\tfrac14)=16Lg-8\sum h''$, so

$$C_2(L)=\frac1{12}+\frac{4Lg-2\sum h''-4\sum h}{3L}.\tag{5}$$

For $L=6$ Newton's method gives $\lambda=0,\pm0.85850695$, $\sum h=4.30277564$, $g=0.52735010$, $\sum h''=-2.15138782$. Then $12.656402+4.302776-17.211103=-0.251925$, and $C_2=0.0833333-0.251925/18=0.0693375$. The energy coefficients are $E_2=-17.21110$ and $E_4=50.62561+17.21110=67.83671$. Subtracting $E_2t^2/U+E_4t^4/U^3$ from the diagonalized Hubbard energy leaves $-1.433\times10^{-5}\,t$ at $U=40t$ and $-4.548\times10^{-7}\,t$ at $U=80t$. The ratio 31.5 is close to the $2^5$ of a $U^{-5}$ remainder; a wrong $E_4$ would drive it towards $2^3$.

For $L=4$ the equation $4\theta(\lambda)=\pi+\theta(\lambda)$ gives $\lambda=\pm1/\sqrt3$, $h=\tfrac32$, $h'^2=\tfrac{27}{16}$, $h''=(12\lambda^2-4)/(1+\lambda^2)^3=0$ and $K=\tfrac34$. On the odd vector $h'$ the matrix $G$ equals $6-\tfrac32$, so $g=\tfrac34$ and (5) gives $\tfrac1{12}$. This is correct, since $H=J(\mathbf S_1+\mathbf S_3)\cdot(\mathbf S_2+\mathbf S_4)$ is lowest with both pairs in triplets. The derivation does not cover $L=4$. A plausible reason for the agreement, not proved here, is that the neglected $m=4$ grid term and the neglected ring term are the same winding contribution.

## Extrapolation

Direct diagonalization of the Heisenberg ring in the $S^z=0$ sector (dense for $L\le12$, Lanczos above) uses neither (3) nor the Bethe ansatz. It agrees with (5) to ten decimals for every even $L$ from 4 to 20. Below, $s(L)=L^2[C_2(L)-C_2]$; rows beyond $L=20$ come from (5).

| $L$ | $C_2(L)$ | $s(L)$ |
|---|---|---|
| 6 | 0.0693375245 | 0.31168 |
| 12 | 0.0626109284 | 0.27809 |
| 16 | 0.0617414604 | 0.27179 |
| 18 | 0.0615126842 | 0.26986 |
| 20 | 0.0613507227 | 0.26838 |
| 128 | 0.0606955578 | 0.25867 |
| 512 | 0.0606807515 | 0.25731 |
| 1024 | 0.0606800151 | 0.25700 |

The $1/L^2$ law is read from the near constancy of $s$, not derived. The form $C_\infty+a/L^2+b/L^4$ passed through $L=16,18,20$ gives $C_\infty=0.0606760$, $a=0.265$, $b=2.0$; through $L=12,16,20$ it gives $0.0606744$. These lie $3.8\times10^{-6}$ and $5.4\times10^{-6}$ below the closed form, whereas the raw $L=20$ value lies $6.7\times10^{-4}$ above it. The fitted form is not the full law: $s$ falls by $0.0017$ between $L=128$ and $1024$, while $b/L^2$ is about $0.0001$ at $L=128$. That the slow drift is a logarithmic correction from the marginal coupling of the chain, and that it causes the residual of the fits, is a conjecture here.

For large rings, $[4C_2(1024)-C_2(512)]/3=(0.2427200604-0.0606807515)/3=0.0606797696$, against $0.0606797700$. The residual follows from the definition of $s$: it is $[s(1024)-s(512)]/(3\cdot512^2)=-0.00031/786432\approx-4\times10^{-10}$. This route takes $U\to\infty$ before $L\to\infty$, so at fourth order the two orders of limits agree to that absolute accuracy in $C_2$.

## A chain at finite $U$

Take the model values $t=0.4$ eV and $U=4$ eV, so $U=10t$. Then (3), cut at fourth order, gives $J_1=(0.4-0.016)\,t=0.384\,t=153.6$ meV and $J_2=0.004\,t=1.6$ meV. Higher orders matter at this $U$: the exact levels of an open three-site chain give $J_1=0.3850\,t=154.0$ meV and $J_2=0.0036\,t=1.45$ meV, about 10% below the fourth-order $J_2$. The model also has nearest-neighbour hopping only; by the dimer result a direct second-neighbour hop $t'$ adds $4t'^2/U$, which equals $J_2$ already at $t'=0.1t$, so these are not couplings of a real chain compound. Quadrature of the integral gives $e=-0.267155\,t=-106.9$ meV per site, and (1) gives $-0.277259\,t$, $-0.266440\,t$ and $-0.267218\,t$ at second, fourth and sixth order. The fourth-order term splits into $16\ln2/10^3=+0.011090\,t$ from the shift of $J_1$ and $-0.004\times0.06796=-0.000272\,t$ from $J_2$. The piece that the tempting solution omitted is about forty times the piece it kept.

A single energy at moderate $U$ does not determine $C_2$ by fourth-order matching. By (4), $C_2$ enters $e$ as $12C_2\,t^4/U^3=0.00073\,t$ at $U=10t$, and the sixth-order term of (1), of size $75\zeta(5)\,t^6/U^5=0.00078\,t$, is as large. Treating everything beyond second order as fourth order gives the estimate

$$\tfrac1{12}-\tfrac43\ln2+\frac{U^3}{12t^4}\Big(e+\frac{4t^2\ln2}U\Big)=-0.840863+\frac{10.10395}{12}=0.00113,$$

where $10.10395=10^3\,(0.27725887-0.26715492)$. By (1) the leading error of this estimate is $-75\zeta(5)t^2/12U^2=-0.0648$; the actual error is $-0.0595$, nearly all of $C_2$, although the fourth-order energy misses $e$ by $0.0007\,t$, or $0.3\%$ of $e$. At $U=40t$ the estimate is $0.05665$, with error $-0.00403$ against the leading $-0.00405$, still 7% of $C_2$. The matching is a statement about expansion coefficients, and $C_2$ belongs to the Heisenberg limit: for $L=8$ the Hubbard ground state itself has $\langle S^z_jS^z_{j+2}\rangle=0.0586$ at $U=10t$ and $0.0648$ at $U=40t$, against $0.0653$ for the Heisenberg ring.

Numbers in the example were calculated in double precision.
